Why pulsing raises mean plasma density at equal absorbed power

Suppose an etch source is switched from continuous power to pulses of four times the power, on for a quarter of the time. If density simply followed power, the mean density would not change. A recipe scaled on that basis misjudges the plasma: in the example below the mean density rises by a factor of 1.81. Scaling the ion dose by 1.81 would be a second error, because the mean ion flux rises by a factor of 1.23. Both numbers follow from the swing in electron temperature. During the pulse the electrons are hotter and spend less energy on excitation for each ionization. After it they cool quickly, and a cold plasma leaks to the walls slowly and carries little energy with it.

**The two balances**

Consider positive ions and electrons of equal density n in a volume V. The electrons are Maxwellian with a uniform temperature T, given in eV. The density profile keeps its shape, so wall loss is described by a fixed length d = V/A_eff, where A_eff is the wall area weighted by the ratio of edge density to mean density. Cold ions of mass M leave at the Bohm speed, which gives each electron-ion pair the loss frequency

ν_w = √(eT/M)/d.

For gas density n_g, the ionization and excitation frequencies per electron are taken as

ν_i = n_g K_i exp(−E_i/T),  ν_x = n_g K_x exp(−E_x/T),  E_x < E_i.

With absorbed power P, particles and electron energy obey

dn/dt = n(ν_i − ν_w)
d(3nT/2)/dt = P/(eV) − nL
L = ν_i E_i + ν_x E_x + L_el + κTν_w.

L is the energy loss rate per electron. Its elastic part is L_el = n_g K_el(3m/M)(T − T_g), with electron mass m, gas temperature T_g and constant K_el.

The last term of L is the energy carried to a floating wall. Equal electron and ion fluxes through a sheath of voltage V_s require

¼√(8eT/πm) exp(−V_s/T) = √(eT/M),

so V_s = T ln√(M/2πm). An escaping electron delivers 2T to the wall. Its partner ion delivers V_s from the sheath and T/2 from the presheath, energy that the electrons supply. Hence κ = 5/2 + ln√(M/2πm).

**The density gain has two factors**

Under constant power, marked by subscript 0, the particle balance ν_i(T0) = ν_w(T0) fixes T0 whatever the power. With ε0 = L0/ν_w0, the energy spent per pair lost, the energy balance gives

n0 = P/(eVν_w0ε0).

Now let the power repeat periodically with time mean ⟨P⟩ = P. Over a full cycle the stored particles and the stored energy return to their initial values, so both time derivatives average to zero. Define the density-weighted mean ⟨X⟩ₙ = ⟨nX⟩/⟨n⟩. Then

⟨ν_i⟩ₙ = ⟨ν_w⟩ₙ,  ⟨n⟩⟨L⟩ₙ = P/(eV).

Writing ε_p = ⟨L⟩ₙ/⟨ν_w⟩ₙ for the pulsed energy per pair and dividing by n0 gives

⟨n⟩/n0 = [ν_w0/⟨ν_w⟩ₙ] · [ε0/ε_p].

The first bracket is the speed factor and the second the energy factor. The mean pair-loss rate is ⟨nν_w⟩ = P/(eVε_p), so the mean ion flux to the walls gains the energy factor alone. Slower loss lets plasma accumulate, but by itself it delivers no more ions.

**Why neither factor falls below one**

For the speed factor, regard ν_i as a function g of x = ν_w. Since T is proportional to x², g = A exp(−q/x²), where A = n_g K_i and q/x² = E_i/T. Differentiating twice,

g′ = (2q/x³)g
g″ = (4q²/x⁶ − 6q/x⁴)g = (2q/x⁶)(2q − 3x²)g.

This is positive for T < 2E_i/3. A convex function of a mean does not exceed the mean of the function (Jensen's inequality), so

g(⟨x⟩ₙ) ≤ ⟨g⟩ₙ = ⟨x⟩ₙ.

The ratio g/x rises with x in this range, because d ln(g/x)/d ln x = 2E_i/T − 1 > 0, and it equals one at x0 = ν_w0. A ratio no larger than one therefore means ⟨ν_w⟩ₙ ≤ ν_w0. Physically, brief heating raises ionization so steeply that the plasma can spend the rest of the cycle at a low loss speed.

For the energy factor, weight by wall loss instead: ⟨X⟩_w = ⟨nν_wX⟩/⟨nν_w⟩. With r = ν_i/ν_w and ℓ = L/ν_w, the cycle balances read ⟨r⟩_w = 1 and ⟨ℓ⟩_w = ε_p. Setting s = ν_x/ν_w,

ℓ = E_i r + E_x s + L_el/ν_w + κT.

If ℓ is a concave function of r, Jensen's inequality gives ε_p ≤ ℓ(r = 1) = ε0. Concavity means that dℓ/dr falls as r, and hence T, rises. Since r varies as T^(−1/2) exp(−E_i/T),

dr/dT = r(2E_i − T)/(2T²).

The terms of ℓ can be taken in turn.

- Ionization contributes the constant slope E_i.
- Excitation contributes E_x ds/dr, with ds/dr = (K_x/K_i) exp[(E_i − E_x)/T] · (2E_x − T)/(2E_i − T). Both T-dependent factors are positive and fall with T for T < 2E_x.
- The wall term contributes κ/(dr/dT), proportional to W = T^(5/2) exp(E_i/T)/(2E_i − T).
- The elastic term contributes a positive multiple of (T^(−1/2) + T_g T^(−3/2))W, which falls whenever W does.

W falls when its logarithmic derivative is negative:

5/(2T) − E_i/T² + 1/(2E_i − T) < 0.

Put y = T/E_i and multiply by E_i y²(2 − y), which is positive. The condition becomes 6y − 3y²/2 − 2 < 0, or y < (3 − √6)/1.5 = 0.367.

Thus, in this model, any periodic waveform that varies T while keeping T < 0.367E_i and T < 2E_x gives a gain above one. These limits are sufficient, not necessary. The energy factor reflects two savings: hot electrons spend less on excitation per ionization, and cold ones carry less energy to the wall.

**What the afterglow does**

When the power stops, inelastic collisions cool the electrons first, without removing pairs. In the example, wall loss overtakes them near 1.8 eV and supplies more than 90% of the cooling between about 1.2 and 0.3 eV. Neglecting the other terms, the balances become

dn/dt = −nν_w
(3/2)dT/dt + (3T/2)(1/n)dn/dt = −κTν_w.

Inserting the first into the second gives dT/dt = −(2/3)(κ − 3/2)Tν_w. Dividing (1/n)dn/dt by (1/T)dT/dt then gives

d ln n/d ln T = 3/(2κ − 3).

Because ν_w varies as √T, integrating from temperature T1 and density n1 gives

T = T1/(1 + at)²,  a = (κ − 3/2)ν_w(T1)/3
n = n1(1 + at)^(−6/(2κ − 3)).

For M = 40 u, κ = 7.18 and n varies as T^0.264. Halving the temperature costs about 17% of the density.

**How large: a worked case**

Take a model monatomic gas at 5 mTorr and 300 K, so n_g = 1.609×10¹⁴ cm⁻³. The other inputs are M = 40 u, E_i = 16 eV, E_x = 12 eV, and K_i, K_x, K_el = 5×10⁻⁸, 4×10⁻⁸, 1×10⁻⁷ cm³/s. The chamber has V = 10⁴ cm³ and d = 20 cm, and absorbs 500 W on average.

The continuous balance gives T0 = 2.46 eV and ν_w0 = 12.19 ms⁻¹, a loss time of 82 µs. Each pair costs 64.8 eV in collisions and 17.7 eV at the wall, together 82.5 eV. Therefore

n0 = 500/(1.602×10⁻¹⁹ × 10⁴ × 12190 × 82.5) = 3.10×10¹¹ cm⁻³.

Now apply 2000 W for 25 µs of every 100 µs. The balances were integrated numerically in time, with the starting values adjusted by Newton iteration until the cycle repeated. The mean loss frequency falls to 8.29 ms⁻¹ and the pair energy to 54.8 + 12.3 = 67.1 eV, so

⟨n⟩/n0 = (12.19/8.29)(82.5/67.1) = 1.47 × 1.23 = 1.81,

or ⟨n⟩ = 5.61×10¹¹ cm⁻³. The temperature peaks at 3.07 eV, below the limit 0.367E_i = 5.87 eV.

In the first 5 µs of afterglow, T drops from 2.78 to 1.54 eV while n falls by less than 4%. After 75 µs, T is 0.28 eV and 63% of the density remains. Loss at the continuous rate would have left exp(−0.01219 × 75) = 40%. Repeating the calculation with ν_w frozen at ν_w0 reduces the gain to 1.36, all of it from the energy factor. That factor is then larger than 1.23, so the two factors are not independent switches.

**What to do about it**

Choose the period for the quantity that matters. At fixed mean power and 25% duty, the results are:

- 10 µs: density gain 1.28, ion-flux gain 1.16
- 30 µs: 1.51 and 1.23
- 100 µs: 1.81 and 1.23
- 300 µs: 2.06 and 1.17

Longer periods in this range keep raising the density, whereas the flux gain rises at first, levels off and then declines. At 0.2 µs the gain is 1.00, because T hardly moves within a cycle. The stored electron energy would be spent in 3T0/(2L0) = 3.7 µs, but L rises steeply with T, so small changes of T relax in 3/(2 dL/dT) = 0.83 µs, and a 3 µs period already gives a density gain of 1.08. In the opposite limit the gain also returns to one: the long on-phase settles at n0/duty, which averages to n0, and a finite afterglow adds a vanishing share of a very long cycle. The return is slow: the model gives 2.07 at 600 µs, 1.98 at 1 ms and 1.26 at 10 ms. At these periods its afterglow temperature falls below the gas temperature, where the cold-ion loss law no longer holds, so these values show the trend only. This assumes that the plasma re-ignites promptly, which the model cannot establish: after a very long afterglow too few electrons remain for its power balance to be realistic.

At a fixed 100 µs period, 50% duty gives a density gain of 1.35 and 10% duty gives 2.42. The latter needs 5000 W peaks, so generator and matching limits may decide the choice.

Compare absorbed power, not generator power. All rates here are independent of n, so density scales with absorbed power for a given waveform shape. If pulsing reduced the absorbed fraction to 1/1.81 = 0.55 of its continuous value, with the shape unchanged, the density gain would vanish.

Pulsing also lowers the mean energy of ions reaching a floating surface. The ion's share of the wall energy is (κ − 2)/κ = 0.72, so this mean falls from 12.8 to 8.9 eV, if the sheath is collisionless. Not every ion arrives more gently: at the 3.07 eV temperature peak the impact energy is 15.9 eV, above the continuous value. A biased wafer needs its own sheath calculation.

**How far to trust the numbers**

The pressure, power, density and temperature are roughly those of a low-pressure inductively coupled etch reactor; the rate coefficients are round model values. Real transport need not follow the fixed-profile Bohm law. Making ν_w proportional to T, as in ambipolar diffusion with constant ion mobility and cold ions, and matching it at T0, raises the density gain from 1.81 to 2.08 but lowers the ion-flux gain from 1.23 to 1.17. For the density gain this was the largest shift among five changes to the model's assumptions, each applied to both modes of operation. The frozen-loss test above is not counted among them, since it removes the effect on purpose. Adding a 300 K ion temperature to the Bohm speed gives 1.80, Coulomb cooling on ions 1.81, and a fixed model heating by metastables 1.80. The chamber matters too: at the same period and duty, d = 10 cm gives density and flux gains of 1.99 and 1.20, and d = 40 cm gives 1.64 and 1.25.

The Maxwellian tail is less secure. At 16 eV the estimated Coulomb collision rate is 0.26 µs⁻¹, a figure good to about a factor of two, against the excitation rate that the assumed K_x implies for a 16 eV electron, n_g K_x √(1 − E_x/16 eV) = 3.2 µs⁻¹, so the tail should be depleted. Reducing K_i and K_x to 30% of their values leaves the gain at 1.81, but a depletion that changes during the pulse is not covered. Nor are stepwise ionization, gas heating or negative ions. Many etch gases form negative ions, and for them the gain calculated here should not be used as a design value.
